\section*{Band energies from different periodic calculations have no common zero}

\section*{Two crystals, two lists of energies}

Two crystals, X and Y, are to be joined, and one wants to know how far a band of Y lies above the corresponding band of X. Each crystal has been treated in its own periodic plane-wave calculation with effective core potentials, and each calculation has printed eigenvalues. The obvious step is to subtract them.

The belief behind this step has much in its favour. The program, the Hamiltonian and the unit are the same. Every ionic potential has the tail $-Z/r$, which for an isolated atom fixes the zero at infinity. Good core potentials are also built to give valence electrons the right energies. Within one bulk run the subtraction is sound, since a common constant drops out of a gap or a band width. Between two runs it fails, because an infinite crystal has no infinity outside it at which to place the zero.

\section*{What the printed zero means}

I use hartree atomic units in the formulas and count potentials as potential energies of an electron. If $H\psi=E\psi$, then $(H+C)\psi=(E+C)\psi$ for any constant $C$: the state is unchanged and the eigenvalue moves by $C$. In a plane-wave calculation, $C$ is set by the treatment of the $\mathbf G=0$ Fourier component, the cell average of the potential.

Take first a crystal made of neutral spherical atoms, one per cell of volume $\Omega$. Each has an ionic potential $v_{\rm ion}$ with tail $-Z/r$ and an electron density $n$ that integrates to $Z$. For small $\mathbf G$,
\begin{align}
\int n\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r
&=\int n\left[1-i\mathbf G\cdot\mathbf r-\tfrac12(\mathbf G\cdot\mathbf r)^2+\dots\right]d^3r\\
&=Z-\frac{G^2}{6}M+\dots,\qquad M=\int n\,r^2\,d^3r .
\end{align}
The linear term vanishes by symmetry, and the angular average of $(\mathbf G\cdot\mathbf r)^2$ is $G^2r^2/3$. The Coulomb kernel is $4\pi/G^2$, so the Hartree potential $v_H$ and the point-ion attraction together give
\begin{equation}
\int\left(v_H-\frac Zr\right)d^3r
=\lim_{G\to0}\frac{4\pi}{G^2}\left[\left(Z-\frac{G^2}{6}M\right)-Z\right]
=-\frac{2\pi}{3}M .
\label{eq:moment}
\end{equation}
The two divergences cancel, but a finite remainder survives. The rest of the ionic potential contributes
\begin{equation}
\alpha=\int\left(v_{\rm ion}+\frac Zr\right)d^3r .
\end{equation}
Summing over all atoms and integrating over one cell is the same as integrating one atom over all space. The interior average, measured from the vacuum outside a large piece of this crystal, is therefore
\begin{equation}
\langle v\rangle=\frac{\alpha}{\Omega}-\frac{2\pi M}{3\Omega}.
\label{eq:mean}
\end{equation}

Two conventions for the printed energy follow. If the whole $\mathbf G=0$ term is dropped, the potential has been lowered by $\langle v\rangle$. If $\alpha/\Omega$ is kept and the Coulomb remainder alone is dropped, that amount is added back:
\begin{align}
E_D&=E_{\rm vac}-\langle v\rangle, \label{eq:ed}\\
E_K&=E_D+\frac{\alpha}{\Omega}=E_{\rm vac}+\frac{2\pi M}{3\Omega}. \label{eq:ek}
\end{align}
Neither is, in general, the energy from vacuum, $E_{\rm vac}$. In a density-functional calculation the exchange-correlation potential normally keeps its own average; $\langle v\rangle$ then means the average of the ionic local part plus the Hartree potential.

\section*{The core shape enters the average}

An effective core potential has a local part and corrections that act on separate angular momenta. The division between them is a choice. Add a short-ranged $\Delta v(r)$ to the local part and subtract it again in the $s$, $p$ and $d$ channels, with $P_l$ the projector on angular momentum $l$ about the atom. The operator changes by
\begin{equation}
\delta H=\Delta v-\sum_{l=0}^{2}\Delta v\,P_l=\sum_{l\ge3}\Delta v\,P_l ,
\end{equation}
because the projectors sum to one. (This is the semilocal form; in the separable form used in most programs the compensation is exact only for the reference states, and the statements below hold to that accuracy.) Near the nucleus a component of angular momentum $l$ varies as $r^l$, so its weight in a shell varies as $r^{2l+2}$: $r^8$ for $l=3$, against $r^2$ for $l=0$. A small core therefore hardly notices $\delta H$, provided that no occupied state has appreciable weight with $l\ge3$ inside it. The occupied states, their density and the potentials made from that density stay nearly the same, and so does $E_{\rm vac}$. The average of the local part does not, and
\begin{equation}
\Delta E_D\simeq-\frac1\Omega\int\Delta v\,d^3r .
\label{eq:shift}
\end{equation}

Keeping $\alpha$ removes this shift, since $\alpha$ changes by the same integral. It does not remove all dependence on the core. Two core potentials may give pseudo-densities that differ inside the core by $\Delta n$, with $\int\Delta n\,d^3r=0$. The expansion that led to Eq.~\eqref{eq:moment} then changes the Hartree average by $-(2\pi/3\Omega)\int\Delta n\,r^2d^3r$. For a generous example, in which about a tenth of an electron moves beyond 2 bohr and so the change is not strictly confined to the core, let one electron in a Gaussian density of width 0.5 bohr (standard deviation along each axis) spread to 0.8 bohr, in a cell of 216 bohr$^3$. The second moment of a Gaussian is three times its squared width, so it grows by $3(0.64-0.25)=1.17$ bohr$^2$, and the average falls by 0.31 eV. At fixed $E_{\rm vac}$, Eq.~\eqref{eq:ek} makes $E_K$ rise by this amount.

\section*{A model with numbers}

Let X and Y be simple cubic model crystals with lattice constant 6 bohr, so $\Omega=216$ bohr$^3$. Each atom has an ionic charge $Z=4$ smeared into a Gaussian and a fixed neutralizing Gaussian electron cloud. The widths of ion and cloud are 0.7 and 1.5 bohr in X, 0.8 and 1.4 bohr in Y. The screening is frozen: there is no self-consistency and no exchange-correlation potential. This isolates the question of the zero, but the numbers describe no real material.

Crystal X is described in two ways. In $\mathrm X_A$ the core potential is purely local. In $\mathrm X_B$ the local part also has a bump $\Delta v=U\exp(-r^2/2w^2)$, with $U=4$ hartree and $w=0.5$ bohr, compensated for $l=0,1,2$. Diagonalization at $\Gamma$, in plane waves of kinetic energy up to 10 hartree, gives the lowest level. This cutoff leaves errors of a few meV; the third decimal is kept so that the sums can be followed, though rounding may change their last digit by one. The step $S$ in the table is the interior average minus the vacuum value in a slab, explained below. All entries are in eV.

\begin{center}
\begin{tabular}{lrrr}
 & $\mathrm X_A$ & $\mathrm X_B$ & Y\\
$E_D$ & $-10.411$ & $-11.403$ & $-5.034$\\
$\alpha/\Omega$ & $1.551$ & $2.544$ & $2.026$\\
$E_K$ & $-8.859$ & $-8.859$ & $-3.007$\\
$S$ & $-5.573$ & $-4.580$ & $-4.179$\\
$E_{\rm vac}=E_D+S$ & $-15.983$ & $-15.983$ & $-9.213$
\end{tabular}
\end{center}

The bump integrates to $(2\pi)^{3/2}Uw^3=7.875$ hartree\,bohr$^3$. Divided by 216 bohr$^3$ this is 0.0365 hartree, or 0.992 eV, and $E_D$ falls by just that much from $\mathrm X_A$ to $\mathrm X_B$. Measured from vacuum, the four lowest levels at $\Gamma$ agree between the two descriptions to within 0.9 meV. Only the first of them lies below the vacuum level in this model; the others are near $+2$ and $+6$ eV, and some still higher levels, with more $l\ge3$ weight in the core, differ by several meV. The compensation is essential: with the bump left uncompensated, the lowest level lies at $-6.87$ eV from vacuum ($-6.88$ eV at a converged cutoff, 8 meV lower), a physical change of 9.1 eV.

Subtracting printed energies now gives three answers for the level of Y above that of X:
\begin{align}
E_D,\ \mathrm X_A:&\quad -5.034+10.411=5.377\ \text{eV},\\
E_D,\ \mathrm X_B:&\quad -5.034+11.403=6.369\ \text{eV},\\
E_K,\ \text{either}:&\quad -3.007+8.859=5.852\ \text{eV}.
\end{align}
The first two differ although they concern the same pair of crystals. The third does not depend on the choice between A and B, yet it is no more a band offset than the others. From vacuum the difference is $-9.213+15.983=6.770$ eV. The missing 0.918 eV is the difference between the second-moment terms of Eq.~\eqref{eq:ek}, 7.124 eV in X and 6.206 eV in Y.

\section*{Alignment through vacuum}

A slab with empty space beside it restores an outside. Its own calculation also has an arbitrary constant, but that constant cancels in
\begin{equation}
S=\langle v\rangle_{\rm interior}-v_{\rm vacuum},\qquad E_{\rm vac}=E_D+S .
\end{equation}
Here the slab has five atomic layers and five empty cells. The potential is averaged over planes parallel to the surface, then over one lattice period around the middle layer, and compared with its value in the middle of the gap. For $\mathrm X_A$ the step agrees with Eq.~\eqref{eq:mean}: $1.551-7.124=-5.573$ eV.

Bulk and slab must use the same core potentials and average the same quantity. Combining $E_D$ of $\mathrm X_B$ with $S$ of $\mathrm X_A$ gives $-16.975$ eV, wrong by the full 0.992 eV.

The dilute limit shows that the procedure recovers the familiar zero. For fixed atoms the magnitude of $\langle v\rangle$ falls as $1/\Omega$. With the atoms of $\mathrm X_A$ at a spacing of 10 bohr, $E_D=-14.235$ eV and $S=-1.204$ eV, so $E_{\rm vac}=-15.439$ eV. The radial equation of one isolated atom, solved by finite differences with the zero at infinity, gives $-15.438$ eV. The agreement should be read as good to a few meV. That it looks closer is a cancellation: the cutoff leaves the crystal level 3.5 meV too high, while the remaining interaction between neighbouring atoms lowers it by 4 meV, so that the converged value is $-15.442$ eV.

The same two spacings show that one set of core potentials is no safeguard. On expansion from 6 to 10 bohr the printed $E_D$ falls by 3.82 eV, while the level measured from vacuum rises by 0.54 eV. Even the sign of the change is wrong on the printed scale. Strained and unstrained crystals therefore need alignment too.

The vacuum reference belongs to a particular surface. Move $q$ electrons per unit area outward by $d$ there. For an electron $v''=-4\pi n$ along the normal, so crossing the depleted sheet changes the slope from zero to $4\pi q$, and crossing the enriched sheet returns it to zero. The vacuum ends up higher than before, relative to the interior, by
\begin{equation}
D=4\pi qd ,
\label{eq:dipole}
\end{equation}
and $E_{\rm vac}$ falls by $D$. For 0.02 electron per surface cell of 36 bohr$^2$ and $d=2$ bohr, $D=4\pi(0.02/36)(2)=0.0140$ hartree, or 0.380 eV. The level of X moves from $-15.983$ to $-16.363$ eV, with the bulk untouched. This is also why Eq.~\eqref{eq:mean}, which assumes undisturbed neutral atoms up to the surface, cannot serve as a universal zero.

\section*{Alignment through the interface}

For a junction, the direct reference is a supercell containing both crystals. Its arbitrary constant is common to the two sides, so
\begin{equation}
\Delta E=E_D^{Y}-E_D^{X}+\langle v\rangle_Y-\langle v\rangle_X ,
\label{eq:interface}
\end{equation}
with both averages taken well away from the boundaries. This presumes that the averaged potential is flat there; a polar or charged interface leaves a field inside the layers, and the averages must then be extrapolated to the boundary. Six layers of each crystal, joined without any charge transfer, give 6.770 eV, the same as vacuum alignment. Now transfer 0.02 electron per interface cell from X to Y over 2 bohr, at both boundaries of the supercell. By Eq.~\eqref{eq:dipole} this raises Y by 0.380 eV relative to X. The difference of averages becomes 1.773 eV with $\mathrm X_A$ and 0.781 eV with $\mathrm X_B$, and
\begin{align}
\mathrm X_A:&\quad 5.377+1.773=7.150\ \text{eV},\\
\mathrm X_B:&\quad 6.369+0.781=7.150\ \text{eV}.
\end{align}
The core-dependent parts cancel, and the physical dipole remains. It was imposed here; in a real junction it must come from the self-consistent density of the supercell.

The relation between the two alignments can be written down. Let $D_X$ and $D_Y$ be the dipole steps at the free surfaces, which lower the vacuum-aligned levels, and let $D_I$ be the step that raises Y at the interface, all relative to the same undisturbed neutral atoms. The undisturbed levels are $E_{\rm vac}^{X}+D_X$ and $E_{\rm vac}^{Y}+D_Y$, so
\begin{equation}
\Delta E=E_{\rm vac}^{Y}-E_{\rm vac}^{X}+D_Y-D_X+D_I .
\end{equation}
Vacuum alignment gives the offset of the junction when the last three terms sum to zero. Otherwise it answers a different question: where each band lies relative to the vacuum outside its own surface. An ionization energy needs the slab; a band offset needs the interface. Either alignment supplies the common zero and nothing more: errors of the bulk band edges themselves, such as those of a density functional, remain.
